# Superelastic Cross Sections from Excitation Cross Sections by Detailed Balance

## 1. The missing input

In a nitrogen discharge used for nitriding or reactive sputtering, electrons lose energy by exciting molecular vibrations. The excited molecules stay in the gas, and a later electron can strike one of them, return it to the lower level and leave with the released energy. This second process is a superelastic collision. A kinetic model that contains the loss but not the return has the wrong electron energy balance, yet the available data may cover the excitation alone. The superelastic cross section need not be measured or modelled separately, because time reversal fixes it.

Let \(l\) and \(u\) be a lower and an upper target level with degeneracies \(g_l\) and \(g_u\), separated by \(U>0\). Let \(E>0\) be the energy of the electron that strikes the upper level. Then

\[
\boxed{\;\sigma_{\rm se}(E)=\frac{g_l}{g_u}\,\frac{E+U}{E}\,\sigma_{\rm ex}(E+U)\;}
\tag{1}
\]

Both cross sections are integrated over scattering angle, averaged over initial substates and summed over final ones.

The assumptions are these. The Hamiltonian is invariant under rotations and time reversal. Each level is a complete multiplet with equally populated substates. The electron is nonrelativistic. The target is neutral, heavy and at rest, and its interaction with the electron falls off fast enough for free waves at large distance. Nothing is assumed about thermal equilibrium or the strength of the interaction. The algebra uses atomic units, in which an electron of wave number \(k\) has speed \(k\) and energy \(k^2/2\).

## 2. Derivation

**Energies and fluxes.** An electron of energy \(E+U\) that excites the target leaves with energy \(E\). The reverse collision starts with \(E\) and ends with \(E+U\). The two processes share the same pair of wave numbers,

\[
k_l^2=2(E+U),\qquad k_u^2=2E. \tag{2}
\]

Let \(a\) label a lower substate and \(b\) an upper one. For an incident wave \(e^{ik_l\mathbf n_l\cdot\mathbf r}\) with the target in \(a\), the outgoing wave with the target in \(b\) is \(f_{ba}(\mathbf n_u,\mathbf n_l)\,e^{ik_ur}/r\). Its flux into \(d\Omega_u\) is \(k_u|f_{ba}|^2d\Omega_u\), and the incident flux density is \(k_l\). Hence

\[
\sigma_{a\to b}=\frac{k_u}{k_l}\int d\Omega_u\,|f_{ba}(\mathbf n_u,\mathbf n_l)|^2 . \tag{3}
\]

The reverse process has \(k_u\) and \(k_l\) exchanged.

**Reciprocity of the S operator.** Let \(H_0\) govern the separated electron and target, and \(H\) the full system. Define

\[
\Omega_\pm=\lim_{t\to\mp\infty}e^{iHt}\,J\,e^{-iH_0t},\qquad S=\Omega_-^\dagger\Omega_+ . \tag{4}
\]

Here \(J\) antisymmetrizes the projectile with the target electrons and normalizes the result, so exchange is included. Time reversal \(\Theta\) is antiunitary: \(\Theta i=-i\Theta\) and \(\langle\Theta x|\Theta y\rangle=\langle y|x\rangle\). It commutes with \(H\), \(H_0\) and \(J\), so

\[
\Theta e^{iHt}Je^{-iH_0t}\Theta^{-1}=e^{-iHt}Je^{iH_0t}.
\]

This is the original expression with \(t\) replaced by \(-t\). The two limits are therefore exchanged, \(\Theta\Omega_\pm\Theta^{-1}=\Omega_\mp\), and

\[
\Theta S\Theta^{-1}=\Omega_+^\dagger\Omega_-=S^\dagger . \tag{5}
\]

For an initial state \(i\) and a final state \(f\) this gives

\[
\langle f|Si\rangle=\langle\Theta Si|\Theta f\rangle
=\langle S^\dagger\Theta i|\Theta f\rangle
=\langle\Theta i|S|\Theta f\rangle . \tag{6}
\]

The amplitude for \(i\to f\) equals the amplitude for the reversed final state to become the reversed initial state.

**From S to the scattering amplitude.** For an inelastic transition between momentum states normalized to a delta function, energy conservation lets us write \(S_{fi}=-2\pi i\,\delta(E_f-E_i)\,T_{fi}\). The outgoing wave in channel \(b\) is obtained by integrating over final momentum. Since \(\int k^2dk\,\delta(k^2/2-k_u^2/2)=k_u\), it is

\[
\frac{-2\pi i\,k_u}{(2\pi)^{3/2}}\int d\Omega_n\,T(\mathbf n)\,e^{ik_u\mathbf n\cdot\mathbf r}.
\]

At large \(r\), integration by parts over the angle between \(\mathbf n\) and \(\mathbf r\) leaves the two end points. The one with \(\mathbf n\) along \(\mathbf r\) gives the outgoing part, \(2\pi T(\hat{\mathbf r})e^{ik_ur}/(ik_ur)\). The other is an incoming wave, which is absent from a wave packet at late times. Dividing by the incident amplitude \((2\pi)^{-3/2}\) gives

\[
f_{ba}=-4\pi^2T_{ba}. \tag{7}
\]

The factor is the same for both directions of the process, and so is the energy delta function. Equation (6) therefore carries over to \(f\). Time reversal turns direction \(\mathbf n\) into \(-\mathbf n\) and substate \(a\) into \(\bar a\), so

\[
f_{ba}(\mathbf n_u,\mathbf n_l)=f_{\bar a\bar b}(-\mathbf n_l,-\mathbf n_u). \tag{8}
\]

**Sum over substates and directions.** Because \(\Theta\) commutes with the target Hamiltonian, \(\bar a\) belongs to the same level as \(a\), and the states \(\bar a\) form another orthonormal basis of that level. The sum of \(|f|^2\) over two complete levels does not depend on the bases chosen. Integrating over all directions also removes the minus signs in (8). Thus

\[
G\equiv\sum_{a,b}\int d\Omega_l\,d\Omega_u\,|f_{ba}|^2
=\sum_{a,b}\int d\Omega_l\,d\Omega_u\,|f_{ab}|^2 . \tag{9}
\]

Rotation invariance makes the substate-averaged cross section independent of the incident direction. We may therefore average (3) over that direction, which supplies \(1/(4\pi)\):

\[
g_l\sigma_{\rm ex}(E+U)=\frac{k_u}{k_l}\frac{G}{4\pi},\qquad
g_u\sigma_{\rm se}(E)=\frac{k_l}{k_u}\frac{G}{4\pi}. \tag{10}
\]

Multiplying the first equation by \(k_l^2\) and the second by \(k_u^2\) makes both right-hand sides equal to \(k_lk_uG/(4\pi)\). Therefore

\[
g_l k_l^2\,\sigma_{\rm ex}(E+U)=g_u k_u^2\,\sigma_{\rm se}(E). \tag{11}
\]

Inserting (2) gives (1). If projectile spin is included in the substate sums, each degeneracy is multiplied by two and the factor cancels.

The energy factor has two sources. One power of \(k_l/k_u\) comes from the final speed in one process against the other, and the second from the incident flux by which each is divided. The degeneracy ratio appears because a cross section averages over initial substates but sums over final ones.

## 3. Threshold behaviour and numerical use

Suppose the interaction has short range and no bound or virtual state lies at the upper threshold. A slow electron in partial wave \(L\) then has an amplitude proportional to \(k_u^L\) inside the interaction region, since the free radial wave varies there as \((k_ur)^L\). By (8) the same power governs the excitation amplitude. With the factor \(k_u/k_l\) in (3), where \(k_l\) stays finite,

\[
\sigma_{\rm ex}(E+U)\propto E^{L+1/2},\qquad
\sigma_{\rm se}(E)\propto E^{L-1/2}. \tag{12}
\]

For an \(s\) wave the superelastic cross section diverges as \(1/\sqrt E\), although the product of speed and cross section stays finite. For a \(d\) wave, \(L=2\), it vanishes as \(E^{3/2}\).

A program can avoid dividing by a small \(E\). Rate integrals contain the product

\[
E\sigma_{\rm se}(E)=\frac{g_l}{g_u}(E+U)\sigma_{\rm ex}(E+U), \tag{13}
\]

which can be tabulated directly. The excitation table must be read at the shifted energy and set to zero below \(U\). If the superelastic cross section is the known one, putting \(E=\varepsilon-U\) in (1) gives the inverse,

\[
\sigma_{\rm ex}(\varepsilon)=\frac{g_u}{g_l}\,\frac{\varepsilon-U}{\varepsilon}\,\sigma_{\rm se}(\varepsilon-U),\qquad \varepsilon>U.
\]

## 4. Rates and energy return

Let \(\sqrt E\,F(E)\,dE\) be the fraction of electrons between \(E\) and \(E+dE\), for an isotropic distribution. Since the speed is \(\sqrt{2E}\), a rate coefficient is \(\sqrt2\int E\sigma F\,dE\). Using (13) and then \(\varepsilon=E+U\),

\[
k_{\rm se}=\frac{g_l}{g_u}\sqrt2\int_U^\infty
\varepsilon\,\sigma_{\rm ex}(\varepsilon)\,F(\varepsilon-U)\,d\varepsilon . \tag{14}
\]

For a Maxwellian, \(F\propto e^{-E/T_e}\) with \(T_e\) in energy units, so \(F(\varepsilon-U)=e^{U/T_e}F(\varepsilon)\). The exponential leaves the integral:

\[
\frac{k_{\rm se}}{k_{\rm ex}}=\frac{g_l}{g_u}\,e^{U/T_e}. \tag{15}
\]

This step needs a Maxwellian; equation (1) does not. For a Druyvesteyn distribution, \(F\propto e^{-cE^2}\), the ratio \(F(\varepsilon-U)/F(\varepsilon)=e^{c(2\varepsilon U-U^2)}\) depends on \(\varepsilon\), and the rate ratio then depends on the shape of the cross section. A code with a computed electron distribution should apply (1) and integrate, not impose (15).

The same shift gives a rule for discretization. On a uniform grid whose spacing divides \(U\), each superelastic node \(E_j\) has an excitation partner at \(E_j+U\). If both sums use equal weights and the same set of pairs, (15) holds term by term for a Maxwellian, without quadrature error in the ratio.

For Maxwellian electrons, if the two levels have populations in the ratio \(n_u/n_l=(g_u/g_l)e^{-U/T_v}\), the power returned to the electrons divided by the power they lose is

\[
r=\frac{n_uk_{\rm se}}{n_lk_{\rm ex}}=e^{U/T_e-U/T_v}. \tag{16}
\]

The degeneracies cancel. For \(T_v=T_e\) the return balances the loss, and for \(T_v>T_e\) the target heats the electrons.

## 5. Where the assumptions matter

**A single upper substate.** Equation (1) need not hold for an individual substate when the amplitude depends on direction; for pure \(s\)-wave scattering with time reversal it holds pair by pair. A model with a direction-dependent amplitude shows the size of the effect. The target is one electron in an isotropic oscillator, excited from its ground state (\(g_l=1\)) to its first excited level (\(g_u=3\)). In first Born approximation without exchange, the Fourier transform of the Coulomb repulsion gives

\[
f_m=-\frac{2}{q^2}\int\psi_m e^{i\mathbf q\cdot\mathbf r}\psi_0\,d^3r
=-\frac{2}{q^2}\,\frac{iq_md}{\sqrt2}\,e^{-q^2d^2/4},\qquad d^2=\frac1U . \tag{17}
\]

Here \(\mathbf q\) is the momentum transfer and \(m=x,y,z\). The integral follows from \(\psi_m=\sqrt2\,(r_m/d)\psi_0\) and \(\int\psi_0^2e^{i\mathbf q\cdot\mathbf r}d^3r=e^{-q^2d^2/4}\), differentiated once with respect to \(q_m\).

For \(U=6\) eV and \(E=10\) eV, numerical integration over angle gives \(\sigma_{\rm ex}(16\ \text{eV})=11.415\) Å\(^2\). Equation (1) then gives \((1/3)(16/10)(11.415)=6.088\) Å\(^2\), which is also the average found by integrating the reverse process. The substate oriented along the beam has 5.616 Å\(^2\), and each of the two across it has 6.324 Å\(^2\). Relative to the average, these differ by about \(-8\) and \(+4\) percent. An aligned excited population struck by electrons with a preferred direction therefore needs substate-resolved data. For an isotropic electron distribution, averaging over incident directions gives each of the three substates the same value, \((5.616+2\times6.324)/3=6.088\) Å\(^2\), and (1) is sufficient.

**Broken time reversal.** Now let an interaction conserve flux but violate time reversal. Whether (1) survives depends on the number of open levels. Take an electron that interacts only in the \(s\) wave. The incoming part of its radial wave \(\sin(k_ar)/k_a\) carries flux \(1/(4k_a)\), and the outgoing flux in a channel \(b\ne a\) is \(k_b|f_{ba}|^2\). The transition probability is thus \(P_{ba}=4k_ak_b|f_{ba}|^2\) for \(b\ne a\), while the elastic entry \(P_{aa}\) is found from the whole outgoing wave in channel \(a\), including that of the incident sine. For \(b\ne a\), (3) becomes \(\sigma_{a\to b}=\pi P_{ba}/k_a^2\). Conservation of flux makes S unitary, so each row and each column of \(P\), with elastic entries included, sums to one. With only \(l\) and \(u\) open,

\[
\sum_{a\in l,\,b\in u}P_{ba}=g_l-\sum_{a,a'\in l}P_{a'a}
=\sum_{a\in l,\,b\in u}P_{ab}. \tag{18}
\]

The first equality uses columns and the second uses rows. This is (11) without time reversal. If a third level is open, its transitions enter both sums, and the argument balances only the total traffic of level \(l\) with the other two.

A seven-state model makes this concrete. Its levels lie at 0, 6 and 8 eV with degeneracies 2, 3 and 2. The radial functions obey

\[
u_a''+k_a^2u_a=2\sum_bA_{ab}e^{-(r/w_{ab})^2}u_b , \tag{19}
\]

with attractive strengths drawn once at random between 0.10 and 0.25 hartree and widths between 1.0 and 2.2 bohr. The equations were integrated numerically and matched to free outgoing waves.

With real couplings and \(E=0.5\) eV, the excitation cross section is 0.6947 Å\(^2\) and the superelastic one 6.021 Å\(^2\). Equation (1) gives \((2/3)(6.5/0.5)(0.6947)=6.021\) Å\(^2\). At \(E=5\) eV the two computed values are 0.4665 and 0.6842 Å\(^2\), again in the ratio \((2/3)(11/5)\).

Multiplying the couplings \(A_{ab}\) from upper to lower states (\(a\) lower, \(b\) upper) by \(i\), and those from lower to upper by \(-i\), keeps the interaction Hermitian but breaks time reversal. At \(E=0.5\) eV the third level is closed, and the superelastic cross section still equals the right side of (1). At \(E=5\) eV it is open, and the superelastic value is 3.01 times that right side. The factor belongs to this deliberately strong violation and is no estimate for a magnetized plasma.

## 6. Vibrational collisions in a nitrogen discharge

Consider the N\(_2\) step \(v=0\to1\), with the rough value \(U=0.29\) eV and \(g_l=g_u=1\). Slow electrons excite it mainly through a temporary negative ion near 2 eV, in which the extra electron has largely \(d\)-wave character. A smooth model curve with that threshold law is

\[
\sigma_{\rm ex}(\varepsilon)=S\left(1-\frac U\varepsilon\right)^{5/2}
\exp\!\left[-\frac{(\varepsilon-\varepsilon_0)^2}{2w^2}\right],\qquad \varepsilon>U, \tag{20}
\]

with \(S=3.0\) Å\(^2\), \(\varepsilon_0=2.4\) eV and \(w=0.5\) eV. These are round parameters, not a fit to measurements.

At \(E=2.0\) eV the curve must be read at 2.29 eV, where it is 2.087 Å\(^2\). The energy factor is \(2.29/2.00=1.145\), so \(\sigma_{\rm se}=1.145\times2.087=2.39\) Å\(^2\). Other energies show the effect of the shift:

| \(E\) (eV) | \(\sigma_{\rm ex}(E)\) (Å\(^2\)) | \(\sigma_{\rm ex}(E+U)\) (Å\(^2\)) | \(\sigma_{\rm se}(E)\) (Å\(^2\)) |
|---|---|---|---|
| 1.0 | 0.025 | 0.135 | 0.174 |
| 2.0 | 1.47 | 2.09 | 2.39 |
| 3.0 | 1.13 | 0.489 | 0.536 |

Reading the excitation curve at \(E\) instead of \(E+U\) would give far too little at 1 eV and, with the factor \((E+U)/E\) kept, about 2.3 times the correct value at 3 eV. On the steep sides of the resonance, the shift matters more than the factor \((E+U)/E\).

For a Maxwellian with \(T_e=1.5\) eV, numerical integration gives \(k_{\rm ex}=4.62\times10^{-9}\) and \(k_{\rm se}=5.61\times10^{-9}\) cm\(^3\)/s. Their ratio is 1.213, equal to \(e^{0.29/1.5}\). A Druyvesteyn distribution with the same mean energy, 2.25 eV, gives \(6.01\times10^{-9}\) and \(6.93\times10^{-9}\) cm\(^3\)/s, with ratio 1.154. Using (15) there would overestimate the ratio by about 5 percent. The larger change is in the excitation rate itself, which is 30 percent above the Maxwellian value.

Take a pressure of 0.1 Torr, a gas temperature of 500 K, an electron density of \(10^{10}\) cm\(^{-3}\) and a vibrational temperature of 3000 K. The ideal-gas density is \(1.93\times10^{15}\) cm\(^{-3}\). A harmonic ladder with Boltzmann populations has fractions 0.674 in \(v=0\), 0.220 in \(v=1\) and 0.106 above. The power lost by electrons in the \(0\to1\) step is

\[
n_eN\,(0.674)\,k_{\rm ex}U=2.80\ \text{mW/cm}^3 .
\]

The returned fraction is \((0.2196/0.6743)(1.213)=0.395\), or 1.11 mW/cm\(^3\), which leaves a net loss of 1.69 mW/cm\(^3\). Omitting superelastic collisions, with all populations and temperatures held fixed, would overstate this net loss by 65 percent.

## 7. Comparison with a real discharge

The chosen conditions are rough values for a low-pressure molecular discharge. The electron temperature depends on pressure and chamber size, and may well be higher at 0.1 Torr. Real N\(_2\) cross sections in this range have a series of peaks that (20) smooths out. Near threshold, nonresonant scattering in other partial waves also contributes, and (20) leaves it out, so its values well below the resonance should not be used as data. Strong vibrational losses can also deplete the electron distribution near 2 to 3 eV, so the Druyvesteyn result shows sensitivity to its shape and is no bound on the error.

The power balance above covers a single vibrational step. It leaves out electronic excitation, which is not estimated here, and the rest of the vibrational ladder. If the direct \(0\to2\) excitation follows (20) with threshold \(2U\) and half the scale, 1.5 Å\(^2\), its net loss is 0.94 of that of the \(0\to1\) step. If every higher single step has the same cross section as \(0\to1\), those steps add 0.48. With these two additions the net loss becomes about 2.4 times the single-step value. Two-quantum steps that start from excited levels are not counted and, with the same cross section as \(0\to2\), would raise the factor to about 2.9. Steps of three or more quanta, which the real resonance excites strongly, are also left out. If the scale keeps halving with each added quantum up to eight, the factor reaches about 4, and it is larger if the scale falls more slowly. The 1.69 mW/cm\(^3\) is thus one channel's share and not the total vibrational loss. Equation (1) applies to each added pair of levels with its own \(U\).

Rotation is unresolved here. For the rough rotational constant \(B=0.25\) meV, maximizing \((2J+1)e^{-BJ(J+1)/T}\) at 500 K gives \(J\approx9\). A \(d\) wave scattered into a \(d\) wave can transfer up to four units of angular momentum, and the step from \(J=9\) to 13 costs \(B(13\cdot14-9\cdot10)=23\) meV. Adding this shift to \(U\) where the fixed curve is read, and in the energy factor, changes \(\sigma_{\rm se}\) at 1.5 eV by 7.7 percent, leaving aside the degeneracy ratio of that pair. This is one extreme step. The step from \(J=9\) to 5 shifts \(U\) by \(-15\) meV and gives \(-4.8\) percent, so steps of opposite sign largely cancel in an average over rotational levels. A rotationally resolved model should apply (1) to each pair of levels, with degeneracies proportional to \(2J+1\).

Thermal motion of the molecules matters less. Since the energy varies as the square of the relative speed, a molecular speed component \(v_M=\sqrt{T/M}\), with \(M\) the molecular mass, changes it by about \(2Ev_M/v_e\). At 1.5 eV this is 1.6 meV, well below the 23 meV of that single rotational step.
